# Why ionic conductivity does not give the tracer diffusivity for dilute vacancies

**Question**

I am modelling a crystal in which positive ions of charge $q=e$ move by exchanging places with vacancies on an fcc sublattice. The vacancies are dilute and I neglect their interactions. My parameters are a cube edge of 0.56 nm, a migration energy of 0.70 eV, an attempt frequency of 5 THz, a vacancy fraction of $10^{-6}$ and a temperature of 700 K.

I can calculate the conductivity $\sigma$, and the Nernst-Einstein relation then gives

$$D_\sigma=\frac{\sigma kT}{nq^2},$$

where $n$ is the number of ions per volume. Is this the diffusivity that I would find by following labelled ions? The same jumps carry the charge and move the labels, and the vacancies walk at random, so I see no room for a difference. If there is one, how large is it, and does it mean that Einstein's relation fails?

**Answer**

There is a difference. The vacancies walk at random, but the ions do not: an ion that has just jumped has a vacancy directly behind it and is more likely to jump back than in any other single direction. Charge transport does not register this memory, while a label does. Einstein's relation survives, provided that one asks which force acts on which ions.

I assume that all the current is carried by these ions, that a labelled ion jumps at the same rate as the others, and that the sublattice is a Bravais lattice of cubic symmetry (or a square lattice) with jumps only between nearest neighbours, a distance $d$ apart. Each site has $z$ neighbours, joined to it by jump vectors $\mathbf s$, and a vacancy exchanges with each neighbouring ion at rate $w$.

**Two diffusivities**

Let $\Delta\mathbf r_i$ be the displacement of ion $i$ in a long time $\tau_0$, and let there be $N$ ions. In three dimensions

$$D^*=\frac{\langle|\Delta\mathbf r_i|^2\rangle}{6\tau_0},\qquad
D_\sigma=\frac{\langle|\sum_i\Delta\mathbf r_i|^2\rangle}{6N\tau_0}.$$

The first is the tracer diffusivity. The second measures the spread of the total charge displacement, which is what the conductivity measures. Expanding the square gives

$$D_\sigma=D^*+\frac{1}{6N\tau_0}\sum_{i\ne j}\langle\Delta\mathbf r_i\cdot\Delta\mathbf r_j\rangle .$$

The two agree only if the cross terms sum to zero. Their ratio $H=D^*/D_\sigma$ is the Haven ratio.

**The charge has no memory**

When a vacancy steps by $\mathbf s$, one ion moves by $-\mathbf s$. The summed ion displacement is therefore minus the summed vacancy displacement. For one vacancy making $m$ independent steps, the products of different steps average to zero, so its mean square displacement is $md^2$. It makes $zw$ steps per unit time, and hence

$$D_v=\frac{zwd^2}{6}.$$

With a fraction $c_v\ll1$ of the sites vacant there are $c_v$ vacancies per ion, to leading order, so $D_\sigma=c_vD_v$.

The conductivity gives the same result. In a field $\mathbf E$, an ion jump $\mathbf u$ with its barrier halfway has the rate $w\exp(q\mathbf E\cdot\mathbf u/2kT)$. The number of sites per volume equals $n$ to leading order in $c_v$, so the current density is

$$\mathbf j=nc_vqw\sum_{\mathbf u}\mathbf u\,e^{q\mathbf E\cdot\mathbf u/2kT}
\simeq nc_vqw\sum_{\mathbf u}\mathbf u\,\frac{q\,\mathbf E\cdot\mathbf u}{2kT}.$$

The zeroth-order term vanished because $\sum\mathbf u=0$. Cubic symmetry gives $\sum_{\mathbf u}\mathbf u(\mathbf u\cdot\mathbf E)=zd^2\mathbf E/3$, so

$$\sigma=\frac{nc_vq^2}{kT}\,\frac{zwd^2}{6}=\frac{nc_vq^2D_v}{kT},$$

and inserting this in the Nernst-Einstein relation returns $c_vD_v$.

The absence of memory does not even require low concentration, as long as the ions interact only by excluding each other from a site. Let $n_{\mathbf x}$ be 1 on a filled site and 0 on an empty one. The mean rate of total ion displacement in a given configuration is

$$\mathbf V=w\sum_{\mathbf x,\mathbf s}\mathbf s\,n_{\mathbf x}(1-n_{\mathbf x+\mathbf s}).$$

The first term vanishes because $\sum_{\mathbf s}\mathbf s=0$. In the second, exchanging the names of the two sites turns $\mathbf s$ into $-\mathbf s$ and leaves $n_{\mathbf x}n_{\mathbf x+\mathbf s}$ unchanged, so the sum equals its own negative and is zero. Whatever has happened before, the expected next charge displacement is zero, and it cannot correlate with earlier ones.

If the rates depend on the surroundings, this cancellation is generally lost. As an example, I filled each site of a periodic 256-site fcc cell with probability 0.7 and multiplied each ion's rate by $e^{0.2M}$, where $M$ is its number of filled neighbours. In one such random filling the largest component of $\mathbf V$ was 7.7, in units of $w$ times half the cube edge, instead of zero. The value changes from filling to filling, typically between about 3 and 18; what matters is that it does not vanish.

**The tracer does have a memory**

Let the successive jumps of one labelled ion be $\mathbf r_1,\mathbf r_2,\dots$. Just after the jump $\mathbf r_i$, the vacancy sits at $-\mathbf r_i$ relative to the tracer. This arrangement is unchanged by the rotations and reflections that preserve $\mathbf r_i$, and on the lattices considered these leave no other direction fixed. The mean next jump must therefore lie along $\mathbf r_i$; call it $t\,\mathbf r_i$. A vacancy that wanders off for good contributes zero, since the next one arrives from no preferred side.

The surroundings after each jump depend only on that jump, so the argument can be repeated: the mean of $\mathbf r_{i+m}$, given $\mathbf r_i$, is $t^m\mathbf r_i$. After $J$ jumps

$$\langle R_J^2\rangle=d^2\left[J+2\sum_{m=1}^{J-1}(J-m)t^m\right].$$

For $|t|<1$ and large $J$ the sum approaches $Jt/(1-t)$, and

$$\frac{\langle R_J^2\rangle}{Jd^2}\to1+\frac{2t}{1-t}=\frac{1+t}{1-t}\equiv f.$$

Each of the tracer's $z$ neighbouring sites is vacant with probability $c_v$, so the tracer makes $zwc_v$ jumps per unit time. Hence

$$D^*=f\,\frac{zwc_vd^2}{6}=f\,c_vD_v,\qquad H=\frac{D^*}{D_\sigma}=f .$$

**Calculating the memory**

Put the tracer at the origin and a vacancy at $\mathbf x$. Fix a jump vector $\mathbf a$, and let $h(\mathbf x)$ be the expected value of $\mathbf a\cdot(\text{next tracer jump})$. The vacancy chooses each neighbour with probability $1/z$. If it chooses the tracer, the tracer moves onto the vacant site, a displacement $\mathbf x$. Therefore

$$h(\mathbf x)=\frac1z\sum_{\mathbf s}h(\mathbf x+\mathbf s)+\frac1z\sum_{\mathbf s}(\mathbf s\cdot\mathbf a)\,\delta_{\mathbf x,\mathbf s}.$$

The source is odd, so $h$ is odd and $h(0)=0$. The first sum then adds nothing for a step onto the tracer, as it should, and the equation also holds at the origin.

Define $\lambda=z^{-1}\sum_{\mathbf s}\cos\mathbf k\cdot\mathbf s$ and $\mathbf S=\sum_{\mathbf s}\mathbf s\sin\mathbf k\cdot\mathbf s$. The Fourier transform of the source is $-i\,\mathbf S\cdot\mathbf a/z$, while the neighbour average multiplies the transform of $h$ by $\lambda$. With $\langle\cdots\rangle_{\mathbf k}$ the average over the Brillouin zone,

$$h(\mathbf x)=\frac1z\left\langle\frac{(\mathbf S\cdot\mathbf a)\sin\mathbf k\cdot\mathbf x}{1-\lambda}\right\rangle_{\mathbf k}.$$

After a tracer jump $\mathbf a$ the vacancy is at $-\mathbf a$, so $h(-\mathbf a)=td^2$. All $z$ choices of $\mathbf a$ are equivalent. Averaging over them and using $\sum_{\mathbf a}\mathbf a\sin\mathbf k\cdot\mathbf a=\mathbf S$ gives

$$t=-\frac{1}{z^2d^2}\left\langle\frac{|\mathbf S|^2}{1-\lambda}\right\rangle_{\mathbf k}.$$

The average is positive, so $t<0$ and $f<1$.

Two cases can be done by hand. On a chain, $|\mathbf S|^2=4d^2\sin^2kd$ and $1-\lambda=1-\cos kd$, so $t=-\langle1+\cos kd\rangle=-1$. With a single vacancy every tracer jump is reversed by the next, and $f=0$: $D^*$ vanishes although $D_\sigma$ does not.

On the square lattice, with wavevector components $x,y$ in units of $1/d$, the two halves of $|\mathbf S|^2$ contribute equally:

$$t=-\left\langle\frac{\sin^2x}{2-\cos x-\cos y}\right\rangle .$$

The average of $1/(A-\cos y)$ over $y$ is $1/\sqrt{A^2-1}$. Here $A=2-\cos x$, so $A^2-1=(1-\cos x)(3-\cos x)$. Setting $x=2\theta$ and then $u=\cos\theta$,

$$t=-\frac4\pi\int_0^1\frac{u^2\,du}{\sqrt{2-u^2}}
=-\frac4\pi\left(\frac\pi4-\frac12\right)=-1+\frac2\pi .$$

Hence $f=1/(\pi-1)=0.467$.

For three dimensions I averaged numerically over meshes of $32^3$ and $64^3$ wavevectors, shifted to avoid $\mathbf k=0$, and extrapolated. The correction is negligible: the finer mesh alone already gives the digits shown. This gives $f=0.653$ for simple cubic, 0.727 for bcc and 0.781 for fcc. For fcc, $t=-0.1227$. Immediate reversal accounts for $-1/12=-0.083$ of this; the rest comes from vacancies that take longer paths before the next exchange.

**Why Einstein's relation survives**

Give each ion $j$ a weak force $\mathbf F_j$. Linear response gives the mean velocity of ion $i$ as

$$\mathbf v_i=\frac1{kT}\sum_jD_{ij}\mathbf F_j,\qquad
D_{ij}=\frac{\langle\Delta\mathbf r_i\cdot\Delta\mathbf r_j\rangle}{6\tau_0}.$$

A force on the tracer alone gives it the mobility $D_{ii}/kT=D^*/kT$, which is Einstein's relation for the tracer. An electric field pulls every ion, and the mobility becomes $\sum_jD_{ij}/kT=D_\sigma/kT$. The extra drift comes from the response of the other ions, which alters how vacancies reach and leave the tracer.

This can be seen without following any random path. I solved the rate equations for the steady state of one vacancy in a periodic 256-site fcc cell, first with a weak force on the tracer alone and then with the same force on all ions. The ratio of tracer velocities was 0.78545. The formula for $t$, averaged over the 256 wavevectors of that cell with the zero wavevector contributing nothing, gives the same 0.78545. The infinite-lattice value, 0.78145, is slightly lower.

**Your numbers**

With $kT=0.06032$ eV and $d=0.56/\sqrt2=0.396$ nm,

$$w=5\times10^{12}\,e^{-0.70/0.06032}=4.56\times10^7\ \mathrm{s^{-1}},$$

$$D_v=\frac{12wd^2}{6}=2wd^2=1.43\times10^{-7}\ \mathrm{cm^2/s}.$$

The ion density is $4/(0.56\ \mathrm{nm})^3=2.28\times10^{22}\ \mathrm{cm^{-3}}$, so $\sigma=8.66\times10^{-9}$ S/cm. The two diffusivities are

$$D_\sigma=10^{-6}D_v=1.43\times10^{-13}\ \mathrm{cm^2/s},$$

$$D^*=0.781\,D_\sigma=1.12\times10^{-13}\ \mathrm{cm^2/s}.$$

Taking $D_\sigma$ for $D^*$ overestimates the tracer diffusivity by 28% of its true model value. Over one day, $\sqrt{2Dt_{\rm day}}$ along one axis is 1.57 µm with $D_\sigma$ and 1.39 µm with $D^*$. At 700 K the error is equivalent to a shift of $kT\ln(1/f)=0.015$ eV in the migration energy. Since $f$ is independent of temperature in this model, however, the Arrhenius slope is not changed.

**How far this carries over to a real crystal**

Your parameters lie in the rough range of cation vacancies in sodium chloride with a trace of divalent dopant. A vacancy fraction of $10^{-6}$ means a very pure crystal; deliberate doping can give far more. The estimates below use rough inputs, and the defect ratios are exponentially sensitive to them: at 700 K a change of 0.1 eV in a binding or formation energy changes a ratio by a factor $e^{0.1/0.06032}\approx5$. A binding energy of 0.5 eV instead of 0.4 eV turns the 0.9% below into 4.8%, and a Schottky energy of 2.3 eV instead of 2.4 eV turns the 4.3% into 22%.

- *Bound pairs.* A dopant and a vacancy can bind. For a binding energy of 0.4 eV and 12 neighbour positions, mass action gives $12e^{0.4/0.06032}c_v=0.9\%$ pairs per free vacancy. If the dopant can also exchange with the vacancy, the neutral pair migrates and moves labels without carrying a steady current, which raises $H$. Around a fixed dopant, a tightly bound vacancy only shuffles nearby ions and adds nothing to the long-time $D^*$. With $c_v$ counting free vacancies, and as long as anion vacancies are few, the number of pairs per free vacancy grows in proportion to $c_v$, so heavier doping can spoil the dilute model.
- *Anion vacancies.* With a Schottky energy of 2.4 eV and entropy of $9k$, the product of the two vacancy fractions is $e^{9-2.4/0.06032}$. This leaves 4.3% as many anion as cation vacancies. If they were equally mobile, they would add about 4% to $\sigma$ and lower the apparent $H$ from 0.78 to about 0.75.
- *Cation-anion vacancy pairs.* Oppositely charged vacancies on adjacent sites form a neutral pair, which can also move labels without carrying a steady current. Mass action gives $6e^{E_b/kT}$ times the Schottky product, divided by $c_v$, pairs per free cation vacancy. With no binding entropy this is about 3% for $E_b=0.7$ eV and 38% for the continuum Coulomb estimate of 0.86 eV (0.28 nm apart, relative permittivity 6); a binding entropy of $-3k$ would cut both by a factor of 20. The effect on $H$ also depends on how fast the pair moves, which is not estimated here.
- *Coulomb forces.* For relative permittivity 6, the Debye length $\lambda_D=\sqrt{\varepsilon kT/(2nc_vq^2)}$, counting vacancies and dopants, is 21 nm. The screening energy $q^2/(8\pi\varepsilon\lambda_D)$ is about $0.1\,kT$. This indicates the strength of the interaction, not the resulting change in $H$.

A label may also jump at a different rate, $\rho w$. By the earlier symmetry argument, the mean next jump with the vacancy at a neighbouring site $\mathbf x$ is $\eta\mathbf x$, with $\eta=-t\equiv\tau$ when $\rho=1$. Changing the tracer's exchange rate replaces the source $\mathbf x\cdot\mathbf a$ by $\rho\,\mathbf x\cdot\mathbf a+(1-\rho)h(\mathbf x)$. Since $h(\mathbf x)=\eta\,\mathbf x\cdot\mathbf a$ there, linearity gives $\eta=\tau[\rho+(1-\rho)\eta]$. Solving for $\eta$,

$$\frac{D^*}{c_vD_v}=\rho\,\frac{1-\eta}{1+\eta}
=\frac{\rho(1-\tau)}{1-\tau+2\rho\tau}.$$

For fcc and $\rho=0.98$, $D^*$ falls by 1.6%, less than the 2% fall in the jump rate, because a slower tracer is also less likely to be pulled straight back.

So $H<1$ is a result for this mechanism, not a law for every conductor. Even within site exclusion it has an opposite limit: a single ion on an otherwise empty lattice walks freely, has no other ions to correlate with, and gives $H=1$. For your model of dilute, noninteracting vacancies, use $D^*=0.78\,D_\sigma$. In a real crystal this holds only as far as pairs and other carriers contribute little to the tracer motion or the current.
